Finite-field integrals over London Gaussians: theory and settings, part 1

(Sections cited here and not found follow in the second part.)

What fails without this option

An electron in a uniform magnetic field B has the Hamiltonian H = ½π² + V, with π = −i∇ + A(r) and A(r) = ½B×(r − O). Atomic units are used in all algebra, the electron charge is −1, and the spin Zeeman term, which needs no new integrals, is left out. The gauge origin O is arbitrary. Moving it to O′ adds the constant vector c = ½B×(O − O′) to A, and because −i∇ acting on exp(−ic·r) gives −c exp(−ic·r),

(−i∇ + A + c) exp(−ic·r) ψ = exp(−ic·r) (−i∇ + A) ψ.

The exact eigenfunctions therefore absorb the change in a plane-wave factor, and the exact energies do not move. A finite set of real Gaussians does not contain that factor. For a single real function χ the mean of −i∇ vanishes, so its energy changes by c·⟨A⟩ + ½c², which grows without limit as the origin recedes across the field (a shift along B gives c = 0 and changes nothing). In the model treated below (one electron, two unit charges, seven Gaussians, |B| = 10⁵ T), translating the whole system by (3, −2, 1) Å at fixed O moves the lowest level from −20.44 eV to +2.64 eV.

London orbitals remove this dependence, but they bring four difficulties into the evaluation of integrals. The argument T of the Boys function becomes complex, and downward recursion, which loses nothing at T = 30, has a relative error of 7.5×10⁻⁸ at T = 30i. The Boys function can overflow double precision while the integral is an ordinary small number. The identity (ab|cd) = (ba|cd) fails. Screening on the overlap discards pairs that still contribute. The option described here evaluates overlap, kinetic, nuclear-attraction and repulsion integrals at finite field without these failures. The numerical check implements the algorithm and supplies the numbers.

1. The orbitals and their product

A London Gaussian on centre R_a with exponent a is

ω_a(r) = exp(−i k_a·r) χ_a(r),  k_a = ½B×(R_a − O),

where χ_a = N_a x_a^j y_a^j′ z_a^j″ exp(−a r_a²), r_a = r − R_a, and N_a is the usual real normalization, which the phase does not change. By the identity above with c = k_a, and since A(r) − k_a = ½B×(r − R_a),

π ω_a = exp(−i k_a·r) [−i∇ + ½B×r_a] χ_a.  (1)

Each function sees a vector potential centred on itself. In a product ω_a* ω_b the phases combine to exp(iκ·r) with

κ = k_a − k_b = ½B×(R_a − R_b),  (2)

from which O has cancelled. The vector κ is perpendicular to both B and R_a − R_b. It vanishes when the centres coincide or when their separation is parallel to B, and such pairs behave as at zero field except for the operator in (1). A single atom with all functions on the nucleus never produces κ ≠ 0.

For the Gaussian part, set p = a + b, μ = ab/p, P = (aR_a + bR_b)/p and v = r − P. Then r − R_a = v + (b/p)(R_b − R_a) and r − R_b = v + (a/p)(R_a − R_b). In a r_a² + b r_b² the terms linear in v are 2μ v·(R_b − R_a) and 2μ v·(R_a − R_b), which cancel, and the constants add to (ab² + ba²)R²/p² = μR² with R = |R_a − R_b|. Hence

a r_a² + b r_b² = p (r − P)² + μR².  (3)

This step is pure algebra and stays true for complex centres, provided the square of a vector means the bilinear product v·v with no complex conjugation. That convention holds throughout.

The phase is absorbed by completing the square. With c = iκ/2p,

−p(v − c)² = −p v² + 2p c·v − p c² = −p v² + iκ·v + κ²/4p,

because c² = −κ²/4p². Writing iκ·r = iκ·v + iκ·P and solving for −p v² + iκ·v gives

exp(iκ·r) exp(−a r_a² − b r_b²) = K_ab exp(−y) exp(−p(r − P̃)²),  (4)

P̃ = P + iκ/2p,  y = κ²/4p,  K_ab = exp(−μR² + iκ·P).

The complex centre P̃ is not a place. It records that the charge distribution is a Gaussian at the real point P modulated by a plane wave of wave vector κ. The factor exp(−y) is kept apart from K_ab because, for real r, exp(−p(r − P̃)²) has modulus exp(+y) exp(−p v²), so the two factors cancel in modulus and each alone can leave the floating-point range.

One integral carries all later steps. For p > 0 and complex c, G(c) = ∫exp(−p(x − c)²)dx over the real line is an entire function of c. Its derivative is the integral of −∂/∂x of the integrand, which vanishes because the integrand decays at both ends. So G is constant, and

∫exp(−p(x − c)²)dx = √(π/p) for every complex c.  (5)

Translating all centres by d at fixed O leaves κ unchanged and shifts P by d, so every one-electron integral is multiplied by exp(iκ·d) = exp(iθ_a) exp(−iθ_b) with θ_a = ½(B×R_a)·d. This is a diagonal unitary transformation of the Hamiltonian and overlap matrices, and the eigenvalues do not change. The program asserts this for the model to 10⁻⁹ eV, and the London level is −20.355730 eV before and after the shift.

2. Hermite expansion, overlap and kinetic energy

In one Cartesian direction define Λ_t = (∂/∂P̃)^t exp(−p(x − P̃)²), where P̃ now stands for the x component. The derivative is well defined because the function is entire in P̃. The first member is Λ_1 = 2p(x − P̃)Λ_0. Applying (∂/∂P̃)^t with the Leibniz rule, and ∂(x − P̃)/∂P̃ = −1, gives Λ_{t+1} = 2p(x − P̃)Λ_t − 2pt Λ_{t−1}, or

(x − P̃)Λ_t = Λ_{t+1}/2p + t Λ_{t−1}.  (6)

Expand x_a^j x_b^l Λ_0 = Σ_t E_t^{jl} Λ_t with E_0^{00} = 1. Multiply by x_a = (x − P̃) + (P̃ − R_a)_x, use (6), and collect the coefficient of Λ_t. The term t−1 of the sum contributes E_{t−1}/2p, the term t+1 contributes (t+1)E_{t+1}, and the constant contributes directly:

E_t^{j+1,l} = E_{t−1}^{jl}/2p + (P̃ − R_a)_x E_t^{jl} + (t+1) E_{t+1}^{jl},  (7)

E_t^{j,l+1} = E_{t−1}^{jl}/2p + (P̃ − R_b)_x E_t^{jl} + (t+1) E_{t+1}^{jl}.

Coefficients with t < 0 or t > j + l are zero. This is the McMurchie-Davidson recursion with P replaced by P̃, and nothing in it is conjugated: the conjugation of the bra has already been used in forming κ. Let E_tuv denote the product of the x, y and z coefficients with Hermite indices t, u, v, and Λ_tuv the product of the three Hermite Gaussians. Then

ω_a* ω_b = N_a N_b K_ab exp(−y) Σ E_tuv Λ_tuv.  (8)

By (5), ∫Λ_t dx is the t-th derivative of a constant, so only t = 0 survives and

S_ab = N_a N_b K_ab exp(−y) (π/p)^{3/2} E_000.  (9)

For the kinetic energy, integration by parts makes each component of π Hermitian on these decaying functions, so ⟨a|½π²|b⟩ = ½Σ_c ⟨π_c ω_a|π_c ω_b⟩. From (1), with χ^{(l)} the function χ_b with x power l and its normalization held fixed,

[−i∂_x + ½(B×r_b)_x] χ^{(l)} = −i l χ^{(l−1)} + 2ib χ^{(l+1)} + ½(B_y z_b − B_z y_b) χ^{(l)},  (10)

and cyclically for y and z. Each term is a Cartesian Gaussian on the same centre with one power changed by one and the same phase exp(−ik_b·r). The kinetic integral is then a sum of overlaps (9), the coefficients from the bra being conjugated, and the E tables are needed one power higher on each side. The orbital Zeeman and diamagnetic terms are both contained in this form.

3. Coulomb integrals

The substitution σr → variable of integration in ∫_0^∞ exp(−σ²r²)dσ gives √π/(2r), so

1/r = (2/√π) ∫_0^∞ exp(−σ²r²) dσ.  (11)

For a nucleus at C the order of the r and σ integrations may be exchanged, since the modulus of the integrand is a real Gaussian times 1/|r − C|, which is integrable. Applying (3) to the exponents p and σ² and then (5) in each direction,

∫exp(−p(r − P̃)² − σ²(r − C)²)d³r = (π/(p + σ²))^{3/2} exp(−pσ²(P̃ − C)²/(p + σ²)).

Put ξ² = σ²/(p + σ²), which runs from 0 to 1. Then p + σ² = p/(1 − ξ²), σ = √p ξ(1 − ξ²)^{−1/2} and dσ = √p (1 − ξ²)^{−3/2}dξ, so (p + σ²)^{−3/2}dσ = dξ/p. The constants combine as (2/√π)π^{3/2}/p = 2π/p:

∫Λ_000/|r − C| d³r = (2π/p) F_0(T),  T = p(P̃ − C)²,

F_n(T) = ∫_0^1 ξ^{2n} exp(−Tξ²) dξ.  (12)

F_n is entire in T, obeys dF_n/dT = −F_{n+1}, and F_n(T*) = F_n(T)*. Higher Λ_tuv are derivatives with respect to P̃. For an exponent α and a complex vector X = (X, Y, Z) define

R^n_tuv = ∂_X^t ∂_Y^u ∂_Z^v [(−2α)^n F_n(α X·X)],  R_tuv = R^0_tuv.

One derivative gives ∂_X R^n_000 = (−2α)^n (−F_{n+1}) 2αX = X R^{n+1}_000. Applying ∂_X^t to this with the Leibniz rule, and any Y and Z derivatives, which pass through X,

R^n_{t+1,u,v} = t R^{n+1}_{t−1,u,v} + X R^{n+1}_{tuv},  (13)

and likewise for u with Y and v with Z. Every step raises n by one and lowers t + u + v by at least one, so a total angular momentum L needs F_0 to F_L. With (8),

⟨a|1/r_C|b⟩ = N_a N_b K_ab (2π/p) Σ E_tuv exp(−y) R_tuv(p, P̃ − C).  (14)

The attraction to a charge Z_C is −Z_C times this.

The repulsion integral is (ab|cd) = ∫∫ω_a*(1)ω_b(1) ω_c*(2)ω_d(2)/r_12. Let the pair cd have exponent q, wave vector λ and centre Q̃ = Q + iλ/2q. In one direction the x_1 integral of exp(−p(x_1 − P̃)² − σ²(x_1 − x_2)²) is √(π/(p + σ²)) exp(−β(x_2 − P̃)²) with β = pσ²/(p + σ²). The x_2 integral against exp(−q(x_2 − Q̃)²) then gives √(π/(q + β)) exp(−qβ(P̃ − Q̃)²/(q + β)). With α = pq/(p + q),

(p + σ²)(q + β) = pq + σ²(p + q) = (p + q)(α + σ²),

qβ/(q + β) = pqσ²/[(p + q)(α + σ²)] = ασ²/(α + σ²).

The substitution ξ² = σ²/(α + σ²) gives (α + σ²)^{−3/2}dσ = dξ/α as before, and the constants are (2/√π) π³ (p + q)^{−3/2}/α = 2π^{5/2}/(pq√(p + q)). The result depends on P̃ − Q̃ only, so each derivative with respect to Q̃ is minus a derivative with respect to P̃:

(ab|cd) = N_a N_b N_c N_d K_ab K_cd [2π^{5/2}/(pq√(p + q))] Σ Σ (−1)^{τ+ν+φ} E^{ab}_tuv E^{cd}_τνφ exp(−s) R_{t+τ,u+ν,v+φ}(α, P̃ − Q̃),  (15)

with s = y_ab + y_cd. As B → 0 all κ vanish and (9), (14) and (15) become the field-free formulas.

The program tests (9) and (10) against a real-space grid that uses the orbitals with an explicit gauge origin, (14) against spherical quadrature about the nucleus, and (15) against real-space quadrature with no complex centre, for s, p and d functions. The largest deviations are 8×10⁻¹⁵ in the overlap, 4×10⁻¹³ eV in the kinetic energy, 7×10⁻¹⁴ eV in the attraction and 5×10⁻¹⁵ relative in the repulsion. At B = 0 the deviation from PySCF is at most 2×10⁻¹⁴ in atomic units.

4. Where T lies, and the scaled Boys function

Expanding the bilinear square in (12),

T = p|P − C|² − y + iκ·(P − C).  (16)

With X_0 = p|P − C|² and ϑ the angle between κ and P − C this reads T = X_0 − y + 2i√(X_0 y) cos ϑ. Suitable X_0, y and ϑ reach any complex number, including the negative real axis at C = P, so no sector of the plane can be excluded. What is fixed is the lower limit Re T ≥ −y. For repulsion, P̃ − Q̃ = (P − Q) + iδ with δ = κ/2p − λ/2q, and

T = α|P − Q|² − α|δ|² + 2iα(P − Q)·δ.  (17)

The triangle inequality gives |δ| ≤ (1/√p)√y_ab + (1/√q)√y_cd, since |κ|/2p = √(y_ab/p). The Cauchy-Schwarz inequality bounds the right side by √(1/p + 1/q) √(y_ab + y_cd), and 1/p + 1/q = 1/α, so α|δ|² ≤ s and again Re T ≥ −s. In both cases, with s = y for attraction,

|exp(−s)F_n(T)| ≤ ∫_0^1 ξ^{2n} exp(−s(1 − ξ²)) dξ ≤ 1/(2n + 1).  (18)

F_n alone grows like exp(−Re T) in the left half-plane, while the product that enters (14) and (15) is bounded. The Boys routine therefore takes s as a second argument and returns exp(−s)F_n. All relations below are linear, so every term is multiplied by exp(−s). The factor exp(−T) is replaced by exp(−T − s), formed as one exponential whose real exponent is never positive; the term h_n of section 5 is multiplied by exp(−s); and the quadrature of section 6 uses exp(−Tξ² − s) at each node. The program asserts Re T ≥ −s, up to rounding, in every Coulomb integral it evaluates.

5. A representation for large |T|

Take first T real and positive and write ∫_0^1 = ∫_0^∞ − ∫_1^∞. The substitution Tξ² → variable of integration gives the first piece as

h_n = Γ(n + ½)/(2T^{n+½}).

In the second piece put ξ² = 1 + x/T, so that dξ = dx/(2Tξ) and exp(−Tξ²) = exp(−T)exp(−x):

F_n = h_n − [exp(−T)/2T] ∫_0^∞ exp(−x)(1 + x/T)^{n−½} dx.  (19)

With principal powers both sides are analytic in T off the negative real axis, because 1 + x/T can be zero or negative only for negative real T. They agree on the positive axis and hence on the whole cut plane. To leading order in n/|T| the integral is 1, and F_n is the difference of two terms, h_n and exp(−T)/2T. For large positive T the second is negligible. For imaginary T it is smaller than h_0 only by 1/√(π|T|), and for Re T well below zero it dominates. A routine that returns h_0 whenever |T| is large has a relative error of 1.1×10⁻¹⁶ at T = 60 and of 0.070 at T = 60i.

The two terms have equal modulus along Re T ≈ (n − ½)ln|T| − ln Γ(n + ½), to the same leading order, and since the phase of exp(−T) winds with Im T, F_n has zeros near that curve. Relative accuracy has no meaning at a zero. A relative rounding ε in T changes F_n by −F_{n+1}Tε, so, when T itself is rounded, the natural scale of the error is

Σ_n = |F_n| + |T F_{n+1}|,

and errors below are stated relative to it where needed.

For n = 0 define J_g = ∫_0^∞ exp(−x)(1 + x/T)^{−g}dx. Integrating exp(−x) by parts gives J_g = 1 − (g/T)J_{g+1}. Repeating K times from g = ½, with (½)_ν = ½·(3/2)···(ν − ½),

J_½ = Σ_{ν=0}^{K−1} (−1)^ν (½)_ν T^{−ν} + (−1)^K (½)_K T^{−K} J_{K+½}.  (20)

The remainder is the first omitted term times J_{K+½}, which must be bounded near the negative axis, where 1 + x/T passes close to zero. Let T = |T|exp(iθ) with 0 ≤ θ < π, the lower half-plane following by conjugation. Rotate the path to the ray arg x = π/2 − δ_0 with 0 < δ_0 < π/2. The branch cut of the integrand lies on the ray arg x = θ − π, which is below the real axis or on its negative part and so outside the swept sector, and exp(−x) decays throughout the sector. On the new ray x/T = ρ exp(iψ) with ψ = π/2 − δ_0 − θ, so |ψ| < π/2 + δ_0, and

|1 + x/T|² = 1 + 2ρ cos ψ + ρ².

This is at least 1 if cos ψ ≥ 0. Otherwise its minimum, at ρ = −cos ψ, is 1 − cos²ψ, which exceeds cos²δ_0 because |cos ψ| < sin δ_0. Also ∫|exp(−x)||dx| = 1/sin δ_0. Thus |J_g| ≤ 1/(sin δ_0 cos^g δ_0). Setting the derivative of ln(sin δ_0 cos^g δ_0) to zero gives tan²δ_0 = 1/g, so sin²δ_0 = 1/(1 + g), cos²δ_0 = g/(1 + g), and

|J_{K+½}| ≤ C_K = √(1 + g) (1 + 1/g)^{g/2} ≤ √(e(1 + g)),  g = K + ½.  (21)

The bound is uniform in θ and so holds on the negative axis as a limit from above. The terms of (20) shrink while ν + ½ < |T|, and at K = |T| Stirling's formula gives (½)_K/K^K = Γ(K + ½)/(√π K^K) ≈ √2 exp(−K).

The factor C_K cannot be dropped. On the negative axis F_0 and the series are real while h_0 is imaginary, so the remainder must cancel h_0. Relative to |exp(−T)/2T| the size of h_0 is √(π|T|)exp(−|T|), which is √(π|T|/2) times the first omitted term at K = |T|, about 5.6 for |T| = 20. The program asserts (21) for K = 10 and 20 at four angles with |T| = 20, and for K = 20 the largest remainder is 5.62 times the first omitted term against C_20 = 7.56. For K = 40 and |T| = 40, C_40 = 10.56 and the remainder of J_½ is bounded by 6.3×10⁻¹⁷. At fixed K the bound falls as |T|^{−K} beyond that.

6. F_0 at moderate |T|

The integrand f(ξ) = exp(−Tξ²) is even, so F_0 = ½∫_{−1}^{1} f dξ, and it is evaluated with the N-point Gauss-Legendre rule, using the N/2 positive nodes. Two properties of the rule are needed. It is exact to degree 2N − 1: such a polynomial is a multiple of the Legendre polynomial P_N, which integrates to zero by orthogonality and vanishes at the nodes, plus a remainder of degree below N, which the interpolatory weights integrate exactly. Its weights are positive, since each is the integral of a squared Lagrange basis polynomial, and they sum to 2.

Put ξ = (z + 1/z)/2. Then f is analytic in z away from 0 and symmetric under z → 1/z, so its Laurent coefficients obey c_ν = c_{−ν}, and on |z| = 1 it reads f = c_0 + Σ 2c_ν Ch_ν(ξ), with Ch_ν the Chebyshev polynomials, |Ch_ν| ≤ 1. On the circle |z| = exp(η) one has |ξ| ≤ cosh η, so |f| ≤ exp(|T|cosh²η), and Cauchy's estimate gives |c_ν| ≤ exp(|T|cosh²η − νη). Only ν ≥ 2N contributes to the error, and each Ch_ν contributes at most 2 through the integral and 2 through the weighted sum. Summing the geometric series and halving,

|error in F_0| ≤ 4 exp(|T|cosh²η − 2Nη)/(1 − exp(−η)) for any η > 0.  (22)

The exponent is smallest at sinh 2η = 2N/|T|. At T = −40 with only N = 20 the error relative to F_0 is 4.7×10⁻⁴, inside the bound of 7.7×10⁻², which the program asserts. With N = 80 the absolute bound for |T| ≤ 40 is 3.2×10⁻²⁸, so the truncation error is far below rounding. Cancellation in the sum is mild. For Re T ≤ 0 the moduli of the terms add to at most |exp(−T)|, and (24) below shows Σ_0 ≥ |exp(−T)|/2. For Re T > 0 they add to at most 1, against |h_0| ∝ |T|^{−1/2}.

This part has derived the overlap, kinetic, nuclear-attraction and repulsion integrals over London Gaussians and shown how to compute the scaled F_0 at moderate and large |T|. What remains is the stable recursion to higher n, permutational symmetry and screening, a worked example and the settings.
